**Exact W, inexact GW: the Tomonaga-Luttinger model**

For spinless fermions with bare velocity v, plasmon velocity u(q) and ring length L, the first added right mover has exact weight exp(−S), while one-shot GW with the exact W gives 1/(1+S), where S = Σ (u−v)²/(2uvm) and q = 2πm/L. The program asserts that symmetrized three- and four-leg density loops vanish for a linear band and that the three-leg loop does not vanish for a curved one. It diagonalizes a 15 Å ring in fermion configurations and asserts agreement with the RPA W, the exact Green function, the closed equation that follows from the Ward identity, and the weight exp(−S). The GW slope is computed separately by frequency quadrature and asserted to equal S. On a 32768 Å ring the output gives weights of 0.163 (exact), 0.355 (one-shot GW) and 0.679 (GW with both exact G and exact W, from the slope at the exact pole energy). Further assertions cover the exponent γ = 0.237 in the ring-length dependence and in the decay at the Fermi point, and the logarithmic growth of the GW slope there. The ratio of slope increments with exact G and W is 0.709 against the leading-law value 0.720, within a tolerance that allows for finite-length corrections.

## Verification by program

```python
# Result under test (spinless Tomonaga-Luttinger model, hbar = 1):
# RPA gives the exact screened interaction W, yet the weight of the first
# added right mover on a ring of length L is exp(-S) exactly and 1/(1+S) in
# one-shot GW with that exact W, S = sum_m (u-v)^2/(2 u v m), q = 2 pi m/L.
# The vertex fixed by the Ward identity gives the exact Green function.
# v: bare velocity (eV A); V(q) = V0 exp(-a|q|): interaction (eV A);
# u(q): plasmon velocity; gamma: anomalous exponent; tau: imaginary time (1/eV);
# j labels right-mover momenta k = (j+1/2) 2 pi/L, filled for j < 0.
from itertools import permutations
import numpy as np
from scipy import sparse
from scipy.integrate import quad
from scipy.constants import physical_constants, angstrom

v, V0, a = 5.0, 45.0, 2.0
hartree = physical_constants['Hartree energy in eV'][0]
bohr = physical_constants['Bohr radius'][0] / angstrom


def V(q):
    return V0 * np.exp(-a * np.abs(q))


def u(q):
    return v * np.sqrt(1 + V(q) / (np.pi * v))


def s(q):
    return (u(q) - v)**2 / (4 * u(q) * v)


def plasmon_coupling(q):
    return V(q)**2 * v * np.abs(q) / (2 * np.pi * u(q))


def W(q, w):
    return V(q) * (w**2 + (v * q)**2) / (w**2 + (u(q) * q)**2)


def S_sum(L):
    m = np.arange(1, max(100, int(4 * L / a)) + 1)
    return np.sum(2 * s(2 * np.pi * m / L) / m)


gamma = 2 * s(0.0)
print(f"bare velocity v = {v:.1f} eV A = {v/(hartree*bohr):.4f} a.u.")
print(f"interaction V0 = {V0:.1f} eV A = {V0/(hartree*bohr):.4f} a.u.")
print(f"interaction range a = {a:.1f} A")
print(f"long-wave plasmon velocity u0 = {u(0.0):.4f} eV A")
print(f"anomalous exponent gamma = {gamma:.5f}")


# ---- density loops of free fermions, energies in units of the level spacing
def symmetrized_loop(steps, freqs, curvature):
    total = 0j
    for order in permutations(range(len(steps))):
        shift = np.concatenate(([0], np.cumsum([steps[i] for i in order])[:-1]))
        freq = np.concatenate(([0], np.cumsum([freqs[i] for i in order])[:-1]))
        for n in range(-15, 16):
            level = n + shift
            k = level - 0.5
            pole = k + curvature * k**2 - 1j * freq
            for i in range(len(steps)):
                if level[i] <= 0:
                    total += 1 / np.prod(pole[i] - np.delete(pole, i))
    return abs(total)


three = ((1, 2, -3), (0.7, 1.1, -1.8))
four = ((1, 2, -4, 1), (0.7, 1.1, 0.4, -2.2))
loop2 = symmetrized_loop((2, -2), (0.7, -0.7), 0.0)
loop3 = symmetrized_loop(*three, 0.0)
loop4 = symmetrized_loop(*four, 0.0)
loop3_curved = symmetrized_loop(*three, 0.1)
assert loop2 > 0.1 and loop3 < 1e-11 and loop4 < 1e-11
assert loop3_curved > 1e-4
print(f"2-leg loop, linear band = {loop2:.4f} (level-spacing units)")
print(f"3-leg loop, linear band = {loop3:.1e} (level-spacing units)")
print(f"4-leg loop, linear band = {loop4:.1e} (level-spacing units)")
print(f"3-leg loop, curvature 0.1 = {loop3_curved:.4f} (level-spacing units)")

# ---- diagonalization in fermion configurations on a short ring
ring = 15.0
kappa = 2 * np.pi / ring
max_level = 8
depth = max_level + 1


def partitions(n, largest):
    if n == 0:
        yield ()
    for first in range(min(n, largest), 0, -1):
        for rest in partitions(n - first, first):
            yield (first,) + rest


parts = [p for n in range(max_level + 1) for p in partitions(n, n)]
level = np.array([sum(p) for p in parts])
dim = len(parts)


def occupation(part, top, count):
    return frozenset(top - i + (part[i] if i < len(part) else 0)
                     for i in range(count))


occ_N = [occupation(p, 0, depth) for p in parts]
occ_plus = [occupation(p, 1, depth + 1) for p in parts]
find_N = {o: i for i, o in enumerate(occ_N)}
find_plus = {o: i for i, o in enumerate(occ_plus)}


def density_raise(m):
    A = np.zeros((dim, dim))
    for col, occ in enumerate(occ_N):
        for p in occ:
            if p + m not in occ:
                row = find_N.get((occ - {p}) | {p + m})
                if row is not None:
                    between = sum(p < x < p + m for x in occ)
                    A[row, col] += (-1)**between
    return A


def add_fermion(j):
    C = np.zeros((dim, dim))
    n = j + 1
    for col, occ in enumerate(occ_N):
        if n not in occ:
            row = find_plus.get(occ | {n})
            if row is not None:
                C[row, col] = (-1)**sum(x > n for x in occ)
    return C


raises = {m: density_raise(m) for m in range(1, max_level + 1)}
for m, A in raises.items():
    keep = level <= max_level - m
    commutator = (A.T @ A - A @ A.T)[np.ix_(keep, keep)]
    assert np.allclose(commutator, m * np.eye(keep.sum()))

one = sparse.identity(dim, format='csr')
kinetic = sparse.diags(v * kappa * level.astype(float))
H = sparse.kron(kinetic, one) + sparse.kron(one, kinetic)
for m, A in raises.items():
    up = sparse.csr_matrix(A)
    pair = up @ up.T
    H = H + V(m * kappa) / ring * (
        sparse.kron(pair, one) + sparse.kron(one, pair)
        + sparse.kron(up, up) + sparse.kron(up.T, up.T))
H = sparse.csr_matrix(H)
momentum = (level[:, None] - level[None, :]).ravel()
cache = {}


def sector(P):
    if P not in cache:
        index = np.where(momentum == P)[0]
        energy, states = np.linalg.eigh(H[index][:, index].toarray())
        cache[P] = index, energy, states
    return cache[P]


index0, energy0, states0 = sector(0)
E0 = energy0[0]
ground = np.zeros(dim * dim)
ground[index0] = states0[:, 0]
ground = ground.reshape(dim, dim)
print(f"short ring length = {ring:.1f} A, level spacing = {v*kappa:.4f} eV")
print(f"fermion configurations at zero momentum = {len(index0)}")

# exact W from the interacting eigenstates against the free-bubble RPA
w_test = 2.0
for m in (1, 2):
    q = m * kappa
    index, energy, states = sector(m)
    vector = (raises[m] @ ground + ground @ raises[m]).ravel()[index]
    strength = (states.T @ vector)**2
    E = energy - E0
    chi = -np.sum(strength * 2 * E / (w_test**2 + E**2)) / ring
    W_diag = V(q) + V(q)**2 * chi
    bubble = 0j
    for n in range(-20, 21):
        filled = float(n <= 0) - float(n + m <= 0)
        bubble += filled / (1j * w_test - v * q) / ring
        bubble += filled / (-1j * w_test - v * q) / ring
    W_rpa = (V(q) / (1 - V(q) * bubble)).real
    assert abs(W_diag / W_rpa - 1) < 5e-4
    assert abs(W(q, w_test) / W_rpa - 1) < 1e-12
    print(f"m={m}, freq {w_test:.1f} eV: V = {V(q):.4f}, "
          f"W diag = {W_diag:.4f}, W RPA = {W_rpa:.4f} eV A")

# addition spectra of the interacting fermions
spectrum = {}
for j in range(-6, 6):
    index, energy, states = sector(j)
    vector = (add_fermion(j) @ ground).ravel()[index]
    spectrum[j] = ((states.T @ vector)**2, energy - E0 + v * kappa / 2)


def G_diag(j, tau):
    weight, energy = spectrum[j]
    return np.sum(weight * np.exp(-energy * tau))


def green_coefficients(L, tau):
    """Exact addition function without its factor exp(-pi v tau/L)."""
    M = max(40, int(np.ceil(L / a)))
    N = 8 * M
    m = np.arange(1, M + 1)
    q = 2 * np.pi * m / L
    decay = np.exp(-u(q) * q * tau)
    c = np.zeros(N)
    c[0] = -np.sum(2 * s(q) / m)
    c[m] = (1 + s(q)) / m * decay
    c[N - m] = s(q) / m * decay
    return np.fft.irfft(np.exp(np.fft.rfft(c)), N)


tau_test = 0.3
formula = green_coefficients(ring, tau_test) * np.exp(-v * kappa * tau_test / 2)
for j in (-1, 0, 1, 2):
    assert abs(G_diag(j, tau_test) - formula[j]) < 3e-4
    print(f"G(j={j:2d}, tau={tau_test:.1f}/eV): diag = "
          f"{G_diag(j, tau_test):.5f}, formula = {formula[j]:.5f}")

# closed equation from the Ward identity, with diagonalized G on both sides
for j in (0, 1):
    weight, energy = spectrum[j]
    k = (j + 0.5) * kappa
    left = np.sum(weight * (energy - v * k) * np.exp(-energy * tau_test))
    right = 0.0
    for m in range(-5, 7):
        if m != 0 and (j - m) in spectrum:
            q = m * kappa
            factor = V(q) * (u(q) + v * np.sign(q)) / (2 * u(q))
            right += (factor * np.exp(-u(q) * abs(q) * tau_test)
                      * G_diag(j - m, tau_test) / ring)
    assert abs(left / right - 1) < 5e-3
    print(f"Ward equation j={j}: left = {left:.5f}, right = {right:.5f} eV")


# ---- one-shot GW on the short ring by frequency quadrature
def sigma_GW(offset):
    total = 0.0
    for m in range(1, 13):
        for q in (m * kappa, -m * kappa):
            gap = offset + v * q
            value = quad(lambda w: (W(q, w) - V(q)) * gap / (gap**2 + w**2),
                         0, np.inf, epsabs=1e-11, limit=200)[0]
            total -= value / (np.pi * ring)
    return total


h = 0.02
slope_GW = -(sigma_GW(h) - sigma_GW(-h)) / (2 * h)
S_ring = S_sum(ring)
Z_diag = spectrum[0][0][0]
assert abs(sigma_GW(0.0)) < 1e-7
assert abs(slope_GW / S_ring - 1) < 1e-3
assert abs(Z_diag / np.exp(-S_ring) - 1) < 2e-4
assert abs(spectrum[0][1][0] - v * kappa / 2) < 1e-3
assert abs(Z_diag - 1 / (1 + slope_GW)) > 1e-3
print(f"short ring S = {S_ring:.5f}, GW slope by quadrature = {slope_GW:.5f}")
print(f"short ring added-particle energy = {spectrum[0][1][0]:.4f} eV")
print(f"short ring Z: diag = {Z_diag:.5f}, exp(-S) = {np.exp(-S_ring):.5f}, "
      f"GW = {1/(1+slope_GW):.5f}")


# ---- GW slope when the exact G (or the free G) is put in with the exact W
def slope_with_G(L, free=False):
    k1 = 2 * np.pi / L
    M = max(40, int(np.ceil(L / a)))
    m = np.arange(1, M + 1)
    q = k1 * m
    coupling = plasmon_coupling(q) / L
    step = 0.2
    logs = np.arange(np.log(1e-3 * a / u(0.0)), np.log(40 / (v * k1)), step)
    total = 0.0
    for tau in np.exp(logs):
        if free:
            g = np.zeros(8 * M)
            g[:4 * M] = np.exp(-v * k1 * tau * np.arange(4 * M))
        else:
            g = green_coefficients(L, tau)
        removal = np.exp(-v * k1 * tau)
        mix = g[-m] + g[m] + removal * (g[m - 1] + g[-m - 1])
        total += step * tau**2 * np.sum(coupling * np.exp(-u(q) * q * tau) * mix)
    return total


D_diag = 0.0
for m in (-5, -4, -3, -2, -1, 1, 2, 3, 4, 5):
    q = abs(m) * kappa
    for j, shift in ((-m, -v * kappa / 2), (m - 1, v * kappa / 2)):
        weight, energy = spectrum[j]
        D_diag += (plasmon_coupling(q) / ring
                   * np.sum(weight / (energy + shift + u(q) * q)**2))
D_ring = slope_with_G(ring)
assert abs(D_diag / D_ring - 1) < 2e-3
print(f"short ring slope, exact G and W: diag = {D_diag:.5f}, "
      f"formula = {D_ring:.5f}")

lengths = (2048.0, 8192.0, 32768.0)
S_values = [S_sum(L) for L in lengths]
D_values = [slope_with_G(L) for L in lengths]
assert abs(slope_with_G(lengths[0], free=True) / S_values[0] - 1) < 1e-3
for L, S, D in zip(lengths, S_values, D_values):
    print(f"L = {L:.0f} A: S = {S:.4f}, slope with exact G and W = {D:.4f}")
    print(f"  Z exact = {np.exp(-S):.4f}, Z one-shot GW = {1/(1+S):.4f}, "
          f"Z GW[exact G,W] = {1/(1+D):.4f}")
exponent_Z = (S_values[2] - S_values[1]) / np.log(4)
assert abs(exponent_Z - gamma) < 2e-3
ratio = (D_values[2] - D_values[1]) / (D_values[1] - D_values[0])
expected = 4**(-gamma)
# the tolerance allows for corrections in powers of a/L on the shortest ring
assert abs(ratio - expected) < 0.03
D_limit = D_values[2] + (D_values[2] - D_values[1]) * expected / (1 - expected)
print(f"exponent of exact Z between the last two lengths = {exponent_Z:.5f}")
print(f"ratio of slope increments = {ratio:.4f}, 4^(-gamma) = {expected:.4f}")
print(f"infinite ring, exact G and W: slope = {D_limit:.3f}, "
      f"Z = {1/(1+D_limit):.3f}")

# ---- power law at the Fermi point: average over the two levels next to it
long_ring = a * 2**18
values = []
for tau in (200 * a / u(0.0), 400 * a / u(0.0)):
    g = green_coefficients(long_ring, tau)
    values.append((g[0] + g[-1]) / 2 * np.exp(-np.pi * v * tau / long_ring))
decay_exponent = np.log(values[0] / values[1]) / np.log(2)
assert abs(decay_exponent - gamma) < 0.01
print(f"decay exponent of G(k_F, tau) = {decay_exponent:.4f}")


# ---- one-shot GW at the Fermi point of the infinite line: only a logarithm
def log_slope(eps):
    def integrand(x):
        q = np.exp(x)
        return (q * plasmon_coupling(q) / np.pi
                / (eps**2 + ((u(q) + v) * q)**2))
    edges = np.linspace(np.log(eps) - 18, np.log(30 / a), 9)
    return sum(quad(integrand, lo, hi, epsabs=1e-11)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


R3, R4 = log_slope(1e-3), log_slope(1e-4)
assert abs((R4 - R3) / (gamma * np.log(10)) - 1) < 5e-3
print(f"GW slope at k_F: R(1e-3 eV) = {R3:.4f}, R(1e-4 eV) = {R4:.4f}")
print(f"increase per decade = {R4-R3:.4f}, gamma ln 10 = "
      f"{gamma*np.log(10):.4f}")
print("checks complete")
```

Printed output:

```
bare velocity v = 5.0 eV A = 0.3472 a.u.
interaction V0 = 45.0 eV A = 3.1251 a.u.
interaction range a = 2.0 A
long-wave plasmon velocity u0 = 9.8295 eV A
anomalous exponent gamma = 0.23729
2-leg loop, linear band = 1.8877 (level-spacing units)
3-leg loop, linear band = 5.2e-15 (level-spacing units)
4-leg loop, linear band = 9.6e-16 (level-spacing units)
3-leg loop, curvature 0.1 = 0.3761 (level-spacing units)
short ring length = 15.0 A, level spacing = 2.0944 eV
fermion configurations at zero momentum = 919
m=1, freq 2.0 eV: V = 19.4706, W diag = 11.8124, W RPA = 11.8123 eV A
m=2, freq 2.0 eV: V = 8.4245, W diag = 5.8637, W RPA = 5.8636 eV A
G(j=-1, tau=0.3/eV): diag = 0.01105, formula = 0.01105
G(j= 0, tau=0.3/eV): diag = 0.66800, formula = 0.66800
G(j= 1, tau=0.3/eV): diag = 0.27188, formula = 0.27188
G(j= 2, tau=0.3/eV): diag = 0.12659, formula = 0.12660
Ward equation j=0: left = 0.02918, right = 0.02919 eV
Ward equation j=1: left = 0.29510, right = 0.29508 eV
short ring S = 0.09609, GW slope by quadrature = 0.09609
short ring added-particle energy = 1.0472 eV
short ring Z: diag = 0.90839, exp(-S) = 0.90838, GW = 0.91233
short ring slope, exact G and W: diag = 0.07679, formula = 0.07680
L = 2048 A: S = 1.1575, slope with exact G and W = 0.4079
  Z exact = 0.3143, Z one-shot GW = 0.4635, Z GW[exact G,W] = 0.7103
L = 8192 A: S = 1.4858, slope with exact G and W = 0.4457
  Z exact = 0.2263, Z one-shot GW = 0.4023, Z GW[exact G,W] = 0.6917
L = 32768 A: S = 1.8146, slope with exact G and W = 0.4725
  Z exact = 0.1629, Z one-shot GW = 0.3553, Z GW[exact G,W] = 0.6791
exponent of exact Z between the last two lengths = 0.23718
ratio of slope increments = 0.7087, 4^(-gamma) = 0.7197
infinite ring, exact G and W: slope = 0.541, Z = 0.649
decay exponent of G(k_F, tau) = 0.2356
GW slope at k_F: R(1e-3 eV) = 1.9256, R(1e-4 eV) = 2.4719
increase per decade = 0.5463, gamma ln 10 = 0.5464
checks complete
```
